\section*{Angular patterns of quadrupole emission and their isotropic sum}

\section*{Question}

An exercise asks for the normalized angular distributions of pure quadrupole radiation with $\Delta m=0,1,2$, and then for a proof that their equal-weight sum is isotropic.

My first guess was that the patterns are $|Y_{2m}(\theta,\varphi)|^2$, because the photon carries two units of angular momentum. Their sum over $m$ is indeed constant. But $|Y_{20}|^2$ is largest at $\theta=0$, and a photon travelling along $z$ has angular momentum $\pm\hbar$ along $z$, never zero, so a $\Delta m=0$ transition should send nothing there. The guess must be wrong.

How do I get the correct patterns from the transition amplitude, with their normalization? And does ``equal-weight sum'' mean adding three patterns, one for each value of $\Delta m$, or something else?

\section*{Answer}

Your objection is right: $|Y_{2m}|^2$ ignores the transversality of light. The polarization must enter the amplitude before anything is squared. As for the sum, it has to run over all five changes of $m$, including the negative ones. Adding one pattern for each of $|\Delta m|=0,1,2$ does not give a constant, as shown below.

\subsection*{The quadrupole amplitude}

Let the photon have direction $\mathbf n$, wave vector $\mathbf k=k\mathbf n$, frequency $\omega$ and polarization $\mathbf e$, with $\mathbf e\cdot\mathbf n=0$ and $\mathbf e^*\cdot\mathbf e=1$. Take one electron of mass $m_e$ in a local potential, $H=p^2/2m_e+V(\mathbf r)$. Apart from factors that do not depend on direction, the emission amplitude is
\begin{equation}
A=\langle f|e^{-i\mathbf k\cdot\mathbf r}\,\mathbf e^*\cdot\mathbf p|i\rangle .
\end{equation}
For wavelengths long compared with the source, $e^{-i\mathbf k\cdot\mathbf r}\approx 1-ik\,\mathbf n\cdot\mathbf r$. The first term gives electric dipole radiation, which is absent in a pure quadrupole transition. The second gives, with repeated indices summed,
\begin{equation}
A=-ik\,e_i^*n_j\langle f|r_jp_i|i\rangle .
\end{equation}
Now split the operator:
\begin{equation}
r_jp_i=\tfrac12(r_jp_i+r_ip_j)+\tfrac12(r_jp_i-r_ip_j).
\end{equation}
The antisymmetric part is a component of orbital angular momentum. It belongs to magnetic dipole radiation and is also absent by assumption. The symmetric part can be written as a commutator. From $[p_k,r_ir_j]=-i\hbar(\delta_{ki}r_j+\delta_{kj}r_i)$,
\begin{align}
[H,r_ir_j]&=\frac{1}{2m_e}\bigl(p_k[p_k,r_ir_j]+[p_k,r_ir_j]p_k\bigr)\nonumber\\
&=-\frac{i\hbar}{2m_e}(p_ir_j+p_jr_i+r_jp_i+r_ip_j)\nonumber\\
&=-\frac{i\hbar}{m_e}(r_jp_i+r_ip_j-i\hbar\delta_{ij}),
\end{align}
where the last line uses $p_ir_j=r_jp_i-i\hbar\delta_{ij}$. Solving for the symmetric part,
\begin{equation}
\tfrac12(r_jp_i+r_ip_j)=\frac{im_e}{2\hbar}[H,r_ir_j]+\frac{i\hbar}{2}\delta_{ij}.
\end{equation}
The $\delta_{ij}$ term contributes $\mathbf e^*\cdot\mathbf n=0$. In the other term the commutator gives $E_f-E_i=-\hbar\omega$, so
\begin{equation}
A=(-ik)\left(-\frac{im_e\omega}{2}\right)e_i^*n_j\langle f|r_ir_j|i\rangle
=-\frac{m_ek\omega}{2}\,e_i^*n_j\langle f|r_ir_j|i\rangle .
\end{equation}
For the same reason the trace of $r_ir_j$ may be subtracted freely. What remains is a symmetric traceless tensor, which has five independent components.

\subsection*{One tensor for each change of $m$}

Define $M=m_i-m_f$, the angular momentum along $z$ (in units of $\hbar$) given to the photon. Thus $\Delta m=m_f-m_i=-M$. A convenient basis of symmetric traceless tensors is
\begin{align}
T^{0}&=\frac1{\sqrt6}\begin{pmatrix}-1&0&0\\0&-1&0\\0&0&2\end{pmatrix},\qquad
T^{\pm1}=\mp\frac12\begin{pmatrix}0&0&1\\0&0&\pm i\\1&\pm i&0\end{pmatrix},\nonumber\\
T^{\pm2}&=\frac12\begin{pmatrix}1&\pm i&0\\\pm i&-1&0\\0&0&0\end{pmatrix}.
\end{align}
They are orthonormal, $T^{M*}_{ij}T^{M'}_{ij}=\delta_{MM'}$. Write $c=\cos\theta$, $s=\sin\theta$ and $\mathbf n=(s\cos\varphi,s\sin\varphi,c)$. Then
\begin{equation}
\mathbf n T^0\mathbf n=\frac{3c^2-1}{\sqrt6},\quad
\mathbf n T^{\pm1}\mathbf n=\mp sc\,e^{\pm i\varphi},\quad
\mathbf n T^{\pm2}\mathbf n=\tfrac12s^2e^{\pm2i\varphi}.
\label{ntn}
\end{equation}
These are $\sqrt{8\pi/15}\,Y_{2M}(\mathbf n)$ with the usual phases. Expanding the traceless part of $r_ir_j$ in the basis, with coefficients $T^{M*}_{kl}r_kr_l$, gives
\begin{equation}
r_ir_j-\tfrac13r^2\delta_{ij}=r^2\sqrt{\frac{8\pi}{15}}\sum_{M}T^M_{ij}\,Y_{2M}^*(\hat{\mathbf r}).
\end{equation}
The operator $Y_{2M}^*$ varies as $e^{-iM\varphi}$ and lowers the magnetic quantum number by $M$. Between states of definite $m_i$ and $m_f$ a single term survives, and the matrix element is a number times $T^M_{ij}$. That number sets the rate and does not affect the shape of the pattern.

\subsection*{Polarization sum and normalization}

If the detector does not distinguish polarizations, add the probabilities for two orthogonal transverse polarizations. For any vector $\mathbf v$, this sum is the squared length of $\mathbf v$ minus that of its component along $\mathbf n$. With $\mathbf v=T^M\mathbf n$,
\begin{equation}
F_M=|T^M\mathbf n|^2-|\mathbf nT^M\mathbf n|^2 .
\label{F}
\end{equation}
The second term is proportional to your $|Y_{2M}|^2$. It is the longitudinal part, which has to be removed.

To normalize, average over all directions. By symmetry $\langle n_in_j\rangle=a\,\delta_{ij}$, and setting $i=j$ and summing gives $1=3a$. Likewise $\langle n_in_jn_kn_l\rangle=b(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$. Contracting $i$ with $j$ and $k$ with $l$ gives $1=b(9+3+3)$, so $b=1/15$. Since $T^M$ is symmetric, traceless and of unit norm,
\begin{equation}
\langle F_M\rangle=\frac13-\frac{0+1+1}{15}=\frac15 .
\end{equation}
The distribution with $\int W_M\,d\Omega=1$ is therefore
\begin{equation}
W_M=\frac{F_M}{4\pi\langle F_M\rangle}=\frac{5}{4\pi}F_M .
\end{equation}

\subsection*{The three patterns}

For $M=0$, put $\varphi=0$, which is allowed because the pattern has axial symmetry. Then $T^0\mathbf n=(-s,0,2c)/\sqrt6$, whose squared length is $(s^2+4c^2)/6=(1+3c^2)/6$. Using (\ref{ntn}),
\begin{equation}
F_0=\frac{1+3c^2-(9c^4-6c^2+1)}{6}=\frac{9c^2-9c^4}{6}=\frac32s^2c^2 .
\end{equation}
For $M=\pm1$, $T^{\pm1}\mathbf n=\mp\frac12(c,\pm ic,s\,e^{\pm i\varphi})$, so
\begin{equation}
F_{\pm1}=\frac{2c^2+s^2}{4}-s^2c^2=\frac{1+c^2-4c^2+4c^4}{4}=\frac{1-3c^2+4c^4}{4}.
\end{equation}
For $M=\pm2$, $T^{\pm2}\mathbf n=\frac12s\,e^{\pm i\varphi}(1,\pm i,0)$, so
\begin{equation}
F_{\pm2}=\frac{s^2}{2}-\frac{s^4}{4}=\frac{s^2(2-s^2)}{4}=\frac{(1-c^2)(1+c^2)}{4}=\frac{1-c^4}{4}.
\end{equation}
Multiplication by $5/4\pi$ gives the normalized patterns:
\begin{align}
W_0&=\frac{15}{8\pi}\sin^2\theta\cos^2\theta,\label{w0}\\
W_{\pm1}&=\frac{5}{16\pi}(1-3\cos^2\theta+4\cos^4\theta),\\
W_{\pm2}&=\frac{5}{16\pi}(1-\cos^4\theta).\label{w2}
\end{align}

On the axis only $M=\pm1$ radiates, as your helicity argument requires. Since $s^2c^2=\frac14\sin^22\theta$, the $M=0$ pattern peaks at $45^\circ$ and vanishes at the equator too. For $|M|=1$, setting the derivative of $1-3u+4u^2$ with $u=c^2$ to zero gives $u=3/8$, a minimum at $\theta=52.24^\circ$. The $|M|=2$ pattern rises steadily from the axis to the equator. Values of $4\pi W_M$, for which isotropic emission would give 1, are:

\begin{center}
\begin{tabular}{ccccc}
$\theta$ & $M=0$ & $|M|=1$ & $|M|=2$ & all five\\
\hline
$0^\circ$ & 0 & 2.500 & 0 & 5.000\\
$45^\circ$ & 1.875 & 0.625 & 0.938 & 5.000\\
$60^\circ$ & 1.406 & 0.625 & 1.172 & 5.000\\
$90^\circ$ & 0 & 1.250 & 1.250 & 5.000
\end{tabular}
\end{center}

\subsection*{Which sum is isotropic}

Both signs of $M$ occur for $|M|=1$ and $|M|=2$. Adding all five normalized patterns,
\begin{align}
\sum_{M=-2}^{2}W_M&=\frac{5}{8\pi}\bigl[3(c^2-c^4)+(1-3c^2+4c^4)+(1-c^4)\bigr]\nonumber\\
&=\frac{5}{8\pi}\bigl[2+(3-3)c^2+(-3+4-1)c^4\bigr]=\frac{5}{4\pi}.
\label{sum}
\end{align}
With weight $1/5$ each, the result is $1/4\pi$, the normalized isotropic distribution. In terms of your three patterns, the weights are $1:2:2$.

If each pattern is instead taken once,
\begin{align}
W_0+W_1+W_2&=\frac{5}{16\pi}\bigl[6(c^2-c^4)+2-3c^2+3c^4\bigr]\nonumber\\
&=\frac1\pi\left(\frac58+\frac{15}{16}s^2c^2\right).
\end{align}
Multiplied by $4\pi$, this runs from $2.5$ on the axis and at the equator to about $3.44$ at $45^\circ$. Read literally as a sum of three terms, the statement in the exercise is false.

The cancellation in (\ref{sum}) has a reason. The sum $\sum_MT^M_{ij}T^{M*}_{kl}$ projects any tensor onto its symmetric traceless part. Symmetrizing and removing the trace gives
\begin{equation}
\sum_MT^M_{ij}T^{M*}_{kl}=\tfrac12(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})-\tfrac13\delta_{ij}\delta_{kl}.
\end{equation}
Contract this with $e_i^*n_je_kn_l$. The first term gives $\frac12$, and the other two contain $\mathbf e\cdot\mathbf n=0$:
\begin{equation}
\sum_M|\mathbf e^*\cdot T^M\mathbf n|^2=\tfrac12 .
\end{equation}
Neither the direction nor the polarization appears on the right. The summed light is thus unpolarized as well as isotropic, and two polarizations give $\frac{5}{4\pi}(\frac12+\frac12)=5/4\pi$ again.

\subsection*{When the weights are equal}

Equal weights arise when the upper level, of angular momentum $J_i$, is unpolarized, meaning that all its $m_i$ are equally populated with no coherence between them, and all final $m_f$ are counted. Let $Q_M$ be the component of the quadrupole operator that lowers $m$ by $M$, and let $P_i$, $P_f$ project onto the two levels. The summed products of amplitudes are
\begin{equation}
G_{MM'}=\mathrm{Tr}\bigl(P_fQ_MP_iQ_{M'}^\dagger\bigr).
\end{equation}
The projectors do not change under rotations, while the five $Q_M$ mix irreducibly among themselves. By Schur's lemma $G$ is a multiple of the unit matrix. Its equal diagonal elements give each $M$ one fifth of the photons, and its vanishing off-diagonal elements mean that different $M$ do not interfere.

A coherent superposition behaves differently. Take $J=2\to J=0$, where $M=m_i$ and all five amplitudes lead to the same final state, and prepare the upper level with amplitude $1/\sqrt5$ in each $m_i$. The amplitudes now add before squaring, with $T=\sum_MT^M/\sqrt5$. Along $x$, the $M=\pm1$ contributions to $T\hat{\mathbf x}$ cancel, and the rest points along $\hat{\mathbf x}$:
\begin{equation}
T\hat{\mathbf x}=\frac1{\sqrt5}\left(1-\frac1{\sqrt6}\right)\hat{\mathbf x}.
\end{equation}
This is purely longitudinal, so no light is emitted along $x$, although the populations are equal.

\subsection*{Example: a detector on the axis}

Let a $J=2\to J=0$ source be viewed by a circular detector centred on the $z$ axis, with half-angle $30^\circ$. The collected fraction is $f_M=2\pi\int_{c_0}^1W_M\,dc$ with $c_0=\cos30^\circ=\sqrt3/2$. The integrals needed are
\begin{equation}
\int_{c_0}^1\!dc=1-\frac{\sqrt3}{2},\quad
\int_{c_0}^1\!c^2dc=\frac13-\frac{\sqrt3}{8},\quad
\int_{c_0}^1\!c^4dc=\frac15-\frac{9\sqrt3}{160}.
\end{equation}
Inserting them in (\ref{w0})--(\ref{w2}),
\begin{align}
f_0&=\frac{15}{4}\left(\frac{2}{15}-\frac{11\sqrt3}{160}\right)=\frac12-\frac{33\sqrt3}{128}=0.0535,\\
f_{\pm1}&=\frac58\left(\frac45-\frac{7\sqrt3}{20}\right)=\frac12-\frac{7\sqrt3}{32}=0.1211,\\
f_{\pm2}&=\frac58\left(\frac45-\frac{71\sqrt3}{160}\right)=\frac12-\frac{71\sqrt3}{256}=0.0196.
\end{align}
An isotropic source would give $(1-c_0)/2=0.0670$. A source prepared in $m_i=\pm1$ thus delivers 1.81 times the isotropic signal, and one in $m_i=\pm2$ only 0.29 times. For $m_i=0$ the factor is 0.80, despite the zero on the axis, because the pattern rises quickly towards $45^\circ$. For equal populations,
\begin{equation}
\frac{f_0+2f_1+2f_2}{5}=\frac12-\frac{\sqrt3}{5}\,\frac{33+56+71}{128}=\frac12-\frac{\sqrt3}{4}=0.0670,
\end{equation}
which is the solid-angle fraction, as it must be.

\subsection*{How far the patterns can be trusted}

The long-wavelength expansion fixed the strength of the amplitude, but the shape can survive without it. Consider a $d$ state decaying to an $s$ state, with the electron's spin ignored as in the amplitude used above. The initial wave function is $T^M_{ij}r_ir_j$ times a function of $r$, and the final one has no direction of its own. With the full plane wave, the vector multiplying $\mathbf e^*$ must be linear in $T^M$ and otherwise built from $\mathbf n$. Reflection symmetry excludes $\mathbf n\times T^M\mathbf n$, which leaves
\begin{equation}
\mathbf V=\alpha(k)\,T^M\mathbf n+\beta(k)\,\mathbf n\,(\mathbf nT^M\mathbf n).
\end{equation}
The second term is longitudinal and drops out. The first has the shape found above at every $k$ for which $\alpha(k)\neq0$. The numerical check integrates this full amplitude for hydrogen $3d\to1s$ and finds the same patterns at the physical $k=0.0032$ per bohr and at $k=0.8$ per bohr. The second value is far above any real photon for this transition and tests only the symmetry argument. For a real electron the statement has a limit. The spin coupling to the photon's magnetic field adds a magnetic octupole amplitude to $d_{5/2}\to s_{1/2}$, and in a hydrogen-like ion it grows as $(Z\alpha)^2$, as the retardation correction does. For the $M=2$ line from $m_i=5/2$ it changes $4\pi W_2$ by about $10^{-5}$ in hydrogen and by about $0.006$ at $Z=26$.

The patterns for $|M|\le1$ do change if a magnetic dipole amplitude contributes to the same transition; it cannot carry $|M|=2$. The antisymmetric part dropped above gives $\frac12\mathbf e^*\cdot(\langle f|\mathbf L|i\rangle\times\mathbf n)$, which has a different angular dependence and adds to the quadrupole amplitude before squaring. For $M=0$ the vector is proportional to $\hat{\mathbf z}\times\mathbf n=s\,\hat{\boldsymbol\varphi}$, orthogonal to $T^0\mathbf n$, so there only a term in $\sin^2\theta$ is added, with no cross term. The patterns for $|M|=1,2$ also change if the detector selects the linear polarization $\hat{\boldsymbol\theta}$ or $\hat{\boldsymbol\varphi}$, or a circular one, because the share of the light in that polarization depends on $\theta$: the amplitudes along $\hat{\boldsymbol\theta}$ and $\hat{\boldsymbol\varphi}$ are in the ratio $(c^2-s^2):\pm ic$ for $M=\pm1$ and $c:\pm i$ for $M=\pm2$. Since the two amplitudes are $90^\circ$ out of phase, a linear analyser at $45^\circ$ to $\hat{\boldsymbol\theta}$ passes half the light in every direction and leaves the shape unchanged. The case $M=0$ is simpler: $T^0\mathbf n$ lies in the plane of $\mathbf n$ and the $z$ axis, so all the light is polarized along $\hat{\boldsymbol\theta}$, and an analyser set to that polarization passes the whole pattern.

\section*{Table of computed values}
\begin{verbatim}
4 pi W_M (dimensionless; isotropic emission = 1)
theta (deg)   M=0      |M|=1    |M|=2    sum of five M
     0       0.0000   2.5000   0.0000     5.0000
    30       1.4062   1.2500   0.5469     5.0000
    45       1.8750   0.6250   0.9375     5.0000
    60       1.4063   0.6250   1.1719     5.0000
    90       0.0000   1.2500   1.2500     5.0000
M=0 maximum: theta = 45.00 deg, 4 pi W = 1.8750
|M|=1 minimum: theta = 52.24 deg, 4 pi W = 0.5469
|M|=2 maximum: theta = 90.00 deg, 4 pi W = 1.2500
Sum of all five W_M = 0.397887 per sr
Sum of only M=0,1,2, times 4 pi: min 2.5000, max 3.4375
Weights of M=-2..2, unpolarized J=5/2 -> 3/2: 1/5, 1/5, 1/5, 1/5, 1/5
Coherent equal-amplitude J=2 -> 0 state, 4 pi W along x, y, z: 0.0000, 1.0000, 1.0000
Detector half-angle = 30.0 deg
Collected fraction, |M|=0: 0.053456 (ratio to isotropic 0.7980)
Collected fraction, |M|=1: 0.121114 (ratio to isotropic 1.8080)
Collected fraction, |M|=2: 0.019627 (ratio to isotropic 0.2930)
Collected fraction, average over five M: 0.066987
Solid-angle fraction of detector: 0.066987
Coulomb model: photon energy = 0.444444 hartree, k = 0.003243 per bohr
Relative error of long-wavelength amplitude = 1.8e-05
Pattern errors below 1e-7 per sr at both k (small k and 0.8 per bohr): True
\end{verbatim}
